# Stable auxiliary functions for two-centre integrals in spheroidal coordinates

## 1. One recurrence, two directions

Take $B_n=\int_{-1}^{1}x^n e^{-x}dx$. Integration by parts gives

$$B_n=c_n+nB_{n-1},\qquad c_n=(-1)^n e-e^{-1},\qquad B_0=2\sinh 1 .$$

Since $B_0$ is stored with a rounding error $\delta$, and each upward step multiplies the inherited error by $n$, $B_{24}$ inherits $24!\,\delta\approx6\times10^{23}\delta$. Rounding errors in the $c_n$ are magnified too, by $24!/n!$, and are of similar importance for the first few $n$. In double precision the upward recurrence returns $B_{24}=-5.4\times10^{7}$. The correct value is $0.1200017$.

Read backwards, $B_{n-1}=(B_n-c_n)/n$ divides the error by $n$. One may even start from the false value $B_N=0$ at a large $N$, because its error reaches $B_n$ multiplied by $n!/N!$. The formula is the same, and its direction decides whether it is usable.

Two-centre integrals need several such families. Atomic units are used, and stability means control of the error relative to the wanted quantity.

## 2. What has to be computed

Let nuclei $a,b$ be a distance $R$ apart, with $\xi=(r_a+r_b)/R\ge1$, $\eta=(r_a-r_b)/R\in[-1,1]$ and azimuth $\phi$. The volume element is $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$. Products of Slater functions without azimuthal dependence are polynomials in $\xi,\eta$ times $e^{-\alpha\xi-\beta\eta}$, with $\alpha>0$ and $\beta$ real; a function with azimuthal number $\mu$ adds the factor $[(\xi^2-1)(1-\eta^2)]^{|\mu|/2}e^{i\mu\phi}$. One-electron integrals need

$$A_n(\alpha)=\int_1^\infty x^ne^{-\alpha x}dx,\qquad B_n(\beta)=\int_{-1}^1x^ne^{-\beta x}dx .$$

For $1/r_{12}$, solve $\nabla_1^2(1/r_{12})=-4\pi\delta^3$. Multiplied by $(R/2)^2(\xi^2-\eta^2)$, the Laplacian becomes

$$\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta+\Big[\frac1{\xi^2-1}+\frac1{1-\eta^2}\Big]\partial_\phi^2 ,$$

and the right side becomes $-(8\pi/R)\,\delta(\xi_1-\xi_2)\delta(\eta_1-\eta_2)\delta(\phi_{12})$, since the volume element divides the delta function. Insert the completeness relations

$$\delta(\eta_1-\eta_2)=\sum_{l\ge M}\frac{2l+1}{2}\frac{(l-M)!}{(l+M)!}P_l^M(\eta_1)P_l^M(\eta_2),\quad
\delta(\phi)=\frac1{2\pi}\sum_{M\ge0}\varepsilon_M\cos M\phi,$$

with $\varepsilon_0=1$ and $\varepsilon_M=2$ otherwise. The constants combine to $(8\pi/R)(1/2\pi)(2l+1)/2=(2/R)(2l+1)$, so

$$\frac1{r_{12}}=\frac2R\sum_{l,M}(2l+1)\varepsilon_M\frac{(l-M)!}{(l+M)!}K_l^M(\xi_1,\xi_2)P_l^M(\eta_1)P_l^M(\eta_2)\cos M\phi_{12}. \tag{1}$$

This is the Neumann expansion. Its radial factor obeys

$$\Big[\partial_x(x^2-1)\partial_x-l(l+1)-\frac{M^2}{x^2-1}\Big]K_l^M(x,y)=-\delta(x-y). \tag{2}$$

For $x>1$ let $P_l^M(x)=(x^2-1)^{M/2}d^MP_l/dx^M$, the solution regular at 1. Seek the decaying solution as $S=P_l^Mu$. The homogeneous equation reduces to $[(x^2-1)(P_l^M)^2u']'=0$. Choosing the constant as $-1$ gives

$$S_l^M(x)=P_l^M(x)\int_x^\infty\frac{dt}{(t^2-1)P_l^M(t)^2}. \tag{3}$$

Then $(x^2-1)(PS'-P'S)=-1$, which is the jump required by (2). Hence $K_l^M=P_l^M(x_<)S_l^M(x_>)$, where $x_<,x_>$ are the smaller and larger arguments. For $M=0$, $S_l$ is the Legendre function $Q_l$; for $M>0$ it is proportional to $Q_l^M$. The double integrals are

$$W_l^M(m,n)=\int_1^\infty\!\!\int_1^\infty[(x^2-1)(y^2-1)]^{M/2}x^my^ne^{-\alpha x-\beta y}K_l^M(x,y)\,dx\,dy .$$

In $W$ both exponents $\alpha,\beta$ are positive and belong to $\xi_1,\xi_2$. The superscript is dropped when $M=0$.

## 3. $A_n$: upward

Integration by parts gives $A_n=(e^{-\alpha}+nA_{n-1})/\alpha$ with $A_0=e^{-\alpha}/\alpha$. Both terms are positive, so an upward step cannot magnify the relative error; it adds a few roundings.

For the downward direction, put $A_n=(n!/\alpha^n)a_n$. The recurrence becomes $a_n=a_{n-1}+A_0\alpha^n/n!$, hence

$$A_N=\frac{N!}{\alpha^N}A_0\sum_{k=0}^N\frac{\alpha^k}{k!}.$$

Downward steps multiply an absolute error by $\alpha/n$, so $\delta A_0=\delta A_N\,\alpha^N/N!$ in magnitude. Dividing by $A_0$ shows that the relative error grows by $\sum_{k\le N}\alpha^k/k!$, which is less than $e^\alpha$. For $\alpha=25$, $N=40$ this is $7.19\times10^{10}$: about eleven digits are lost.

## 4. $B_n$: turn at $n\approx\beta$

For $\beta>0$,

$$B_n=\frac{c_n+nB_{n-1}}\beta,\qquad c_n=\begin{cases}2\sinh\beta,&n\text{ even}\\-2\cosh\beta,&n\text{ odd.}\end{cases}$$

The hyperbolic form avoids subtracting nearly equal exponentials at small $\beta$, provided $\sinh$ is itself accurate there. Errors are multiplied by $n/\beta$ upward and by $\beta/n$ downward. This suggests going upward for $n\le\beta$ and downward for $n>\beta$.

The subtractions must also be harmless. $B_n$ has the sign $(-1)^n$. When $n+\beta$ and $\beta$ are large, the integral comes from near $x=-1$, where the magnitude of the integrand is $e^{\beta-(n+\beta)(1-|x|)}$ to leading order. Thus $|B_n|\approx e^\beta/(n+\beta)$. Upward, $n|B_{n-1}|$ is subtracted from $|c_n|\approx e^\beta$; it is about the fraction $n/(n+\beta)$, at most about one half for $n\le\beta$. At small $\beta$ this estimate is rough: for $n=\beta=1$ the fraction is $\tanh1=0.76$, which is still harmless. Downward, the subtracted fraction is about $\beta/(n+\beta)$, at most about one half for $n\ge\beta$. For even $n$ and $\beta\to0$ it tends instead to $1/(n+1)$, because $B_n\to2/(n+1)$ and $c_n\approx2\beta$; this is harmless too. Neither recommended branch has a severe cancellation.

The downward branch starts from $B_N=0$, which leaves the error $|B_N|\prod_{k=n+1}^N\beta/k$ in $B_n$. The choice $N=\max(n_{\max},\lfloor\beta\rfloor)+40+\lfloor\beta\rfloor$ serves the range used here. Going downward past the turning point is harmful: for $\beta=30$, the steps from 30 to 0 multiply an error by $30^{30}/30!\approx8\times10^{11}$, and the computed $B_0$ has a relative error of $1.2\times10^{-5}$. Negative arguments follow from $B_n(-\beta)=(-1)^nB_n(\beta)$, and $B_n(0)$ is elementary.

## 5. Legendre-weighted $B$ functions

The $\eta$ integrals in (1) are $b_l^n(\beta)=\int_{-1}^1P_l(x)x^ne^{-\beta x}dx$. Expanding $P_l$ in powers would introduce large alternating coefficients. Instead use $(2l+1)P_l=(P_{l+1}-P_{l-1})'$. The bracket vanishes at $\pm1$, so integration by parts gives

$$(2l+1)b_l^0=\beta(b_{l+1}^0-b_{l-1}^0).$$

Rodrigues' formula and $l$ integrations by parts give

$$b_l^0=\frac{(-\beta)^l}{2^ll!}\int_{-1}^1(1-x^2)^le^{-\beta x}dx,\qquad |b_l^0|\le\frac{2|\beta|^le^{|\beta|}}{(2l+1)!!}. \tag{4}$$

This solution decays rapidly in $l$, while a second solution grows roughly as $(2l-1)!!/|\beta|^l$. Upward recurrence would pick up the second one. The ratios $r_l=b_l^0/b_{l-1}^0$ are therefore run downward from zero:

$$r_l=\frac{-\beta}{2l+1-\beta r_{l+1}},\qquad b_0^0=\frac{2\sinh\beta}\beta .$$

Since $r_{l+1}$ has the sign of $-\beta$, the denominator is a sum of positive terms. At $\beta=0$ the ratios vanish and $b_0^0=2$. Powers are raised by the recurrence for $xP_l$:

$$b_l^{n+1}=\frac{(l+1)b_{l+1}^n+l\,b_{l-1}^n}{2l+1}.$$

For $\beta>0$, (4) gives $b_l^0$ the sign $(-1)^l$, and induction gives $b_l^n$ the sign $(-1)^{l+n}$. Both terms therefore have equal signs and do not cancel. For $\beta<0$ all terms are positive. The table must begin with $l$ up to $l_{\max}+n_{\max}$, since each power uses one more $l$.

For $M=1$ one needs $\int(1-\eta^2)P_l'\eta^ne^{-\beta\eta}d\eta$. Legendre's equation says $[(1-\eta^2)P_l']'=-l(l+1)P_l$. Comparing with the derivative identity above, and noting that both antiderivatives vanish at $\pm1$,

$$(1-\eta^2)P_l'=\frac{l(l+1)}{2l+1}(P_{l-1}-P_{l+1}).$$

## 6. $Q_l$: downward, except near 1

For $x>1$, $P_l$ and $Q_l$ both obey

$$(l+1)Q_{l+1}=(2l+1)xQ_l-lQ_{l-1}.$$

At large $l$ the trial form $\lambda^l$ gives $\lambda^2-2x\lambda+1=0$. With $\lambda=x+\sqrt{x^2-1}$, $P_l$ grows roughly as $\lambda^l$ and $Q_l$ falls roughly as $\lambda^{-l-1}$. An upward error follows $P_l$, so its size relative to $Q_l$ grows roughly as $\lambda^{2l+1}$. At $x=3$, $l=15$, this factor is about $5\times10^{23}$. The upward result is $-1.4\times10^{-6}$, against $Q_{15}(3)=2.55490\times10^{-13}$.

The remedy is the ratio $r_l=Q_l/Q_{l-1}$:

$$r_l=\frac{l}{(2l+1)x-(l+1)r_{l+1}},\qquad Q_0=\tfrac12\ln\frac{x+1}{x-1}.$$

If $0\le r_{l+1}<1$, the denominator exceeds $l$, so $0<r_l<1$ and no division by zero can occur. Convergence slows as $x\to1$, where $\lambda\to1$. But if $(2L+1)\ln\lambda<1$, upward recurrence can be used to $L$. A relative error in $Q_0$ is then multiplied by $P_LQ_0/Q_L$, which at the edge of this range is only 4.7 for $L=15$ and 9.5 for $L=1000$. The roundings of the later steps accumulate and dominate: in double precision the relative error in this range reaches about $7\times10^{-15}$ for $L=15$ and $3\times10^{-12}$ for $L=1000$. Otherwise a start at $L+20(2L+1)$ suppresses the starting error by roughly $e^{-40}$.

## 7. The double integral without $Q$

Insert (3) into $W$. All factors are positive, so the order of integration may be changed. The condition $t>x_>$ means that both $x$ and $y$ lie below $t$:

$$W_l^M(m,n)=\int_1^\infty\frac{F_m(t;\alpha)F_n(t;\beta)}{(t^2-1)P_l^M(t)^2}dt, \tag{5}$$

$$F_m(t;\alpha)=\int_1^tP_l^M(x)(x^2-1)^{M/2}x^me^{-\alpha x}dx .$$

There is no subtraction between large terms, and $Q$ has disappeared. $P_l^M$ comes from its upward recurrence, which is the growing direction.

Substitute $t=1+e^v$. Near $t=1$, $F$ behaves as $(t-1)^{M+1}$ and the denominator as $(t-1)^{M+1}$. With $dt=e^vdv$ the integrand falls as $e^{(M+2)v}$ for $v\to-\infty$. At large $t$, $F$ is constant and the integrand falls as $e^{-(2l+1)v}$. The zeros of the denominator lie in $-1\le t\le1$, so at finite $v$ they have $\mathrm{Im}\,v$ equal to an odd multiple of $\pi$. For $|\mathrm{Im}\,v|\le d<\pi/2$ the exponential in $F$ still decays. By Poisson summation the error of the trapezoidal rule is a sum of Fourier components at multiples of $2\pi/h$; moving the contour by $d$ bounds them by a constant times $e^{-2\pi d/h}$. With $h=0.15$ and $d=1.3$ the exponential is about $e^{-54}$. The constant, however, grows steeply with $m+n$ and $l$, because the integrand becomes a narrower peak in $v$. At $h=0.15$ the relative error is about $10^{-13}$ for $l=16$, $m=n=12$, $\alpha=\beta=1.8$, about $10^{-11}$ for $m=n=20$, and about $10^{-9}$ for $l=30$, $m=n=20$, $\alpha=\beta=1$. High powers need a smaller $h$.

```
W_table(l, M, alpha, beta, nmax):
  vmax = ln((l+nmax+M+45)/min(alpha,beta)) + 38/(2l+1)
  v = -19, -19+h, ..., up to vmax;   s = exp(v);   t = 1+s
  for each panel between successive t (the first starts at 1):
    for each exponent and power m:
      integrate the integrand of F_m, 20 Gauss points
  F_m(t) = running sum of panels
  D(t) = sqrt(t^2-1) * P_l^M(t),  with t^2-1 = s*(s+2)
  W[m,n] = h * sum_t s * (F_m/D) * (F_n/D)
```

For $N_v$ nodes, the $P_l^M$ values cost $O(20N_vl)$ operations, the partial integrals $O(40N_vn_{\max})$, and the final products $O(N_vn_{\max}^2)$. For $\alpha=\beta=1.8$, $N_v$ is about 400 at $l=0$, $n_{\max}=4$, and about 160 at $l=16$, $n_{\max}=12$, because the tail is shorter.

## 8. Why not climb in $m$?

There is a recurrence for $M=0$. Let $U(x)=\int K_l(x,y)y^ne^{-\beta y}dy$ and $f_m=x^me^{-\alpha x}$. Multiply (2) by these functions, integrate, and move the derivatives onto $f_m$. The boundary terms vanish because $x^2-1=0$ at 1, where $U$ is bounded and $(x^2-1)U'\to0$, and because $f_m$ decays at infinity. Also

$$[(x^2-1)f_m']'=e^{-\alpha x}\{\alpha^2x^{m+2}-2\alpha(m+1)x^{m+1}+[m(m+1)-\alpha^2]x^m+2\alpha mx^{m-1}-m(m-1)x^{m-2}\}.$$

Writing $W_m=W_l(m,n)$,

$$\alpha^2W_{m+2}-2\alpha(m+1)W_{m+1}+[m(m+1)-\alpha^2-l(l+1)]W_m+2\alpha mW_{m-1}-m(m-1)W_{m-2}=-A_{m+n}(\alpha+\beta).$$

Errors obey this equation without its right side. Two solutions are $\int_1^\infty P_lf_m\,dx$ and $\int_{-1}^1P_lf_m\,dx=b_l^m(\alpha)$, by the same integration by parts and Legendre's equation. The first is positive and the second alternates in sign with $m$, so they are independent. Since $W_0$ and $W_1$ fix the rest, these two span all inherited errors.

At $l=16$, $\alpha=1.8$, the first step already multiplies an error in $W_0$ by $(3.24+272)/3.24\approx85$. For $\beta=1.8$, $n=0$, a relative error in $W_0$ is multiplied by $1.5\times10^9$ on reaching $W_{12}$. For $W_1$ the factor is $2.2\times10^8$. Climbing in double precision from correctly rounded starting values gives a relative error of $7\times10^{-8}$ in $W_{16}(12,0)=0.11498721$. Starting values from the quadrature of section 7, which carry errors of a few parts in $10^{15}$, give $5.6\times10^{-6}$. Equation (5) evaluates each $m$ directly and avoids the climb.

## 9. Exchange and Coulomb integrals

Take two normalized exponentials $a=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_a}$ and $b$ likewise, with model parameters $\zeta=1.2$ bohr$^{-1}$, $R=1.5$ bohr. Then $ab=(\zeta^3/\pi)e^{-\alpha\xi}$ with $\alpha=\zeta R=1.8$. Using $A_0=0.091833$ and $A_2=0.250556$, the overlap is

$$S=\frac{\zeta^3R^3}{4}\Big(2A_2-\frac23A_0\Big)=1.458\times0.439890=0.641360 .$$

For $(ab|ab)$, the azimuthal integrals give $4\pi^2$ and select $M=0$. The prefactor is

$$C=\Big(\frac{\zeta^3}\pi\Big)^2\Big(\frac R2\Big)^6(4\pi^2)\frac2R=\frac{\zeta^6R^5}8=2.834352 .$$

The factor $\xi^2-\eta^2$ contains only $l=0,2$ in $\eta$. The moments are $\int d\eta=2$, $\int\eta^2d\eta=2/3$ and $\int P_2\eta^2d\eta=4/15$. Therefore

$$(ab|ab)=C\Big[4W_0(2,2)-\frac83W_0(0,2)+\frac49W_0(0,0)+\frac{16}{45}W_2(0,0)\Big].$$

Equation (5) gives $W_0(2,2)=0.0322790$, $W_0(0,2)=0.0138718$, $W_0(0,0)=0.0062931$ and $W_2(0,0)=0.00095225$. The $l=0$ and $l=2$ parts are $0.269040$ and $0.000960$ hartree. Their sum is $0.270000$ hartree, or $7.3471$ eV.

For $(aa|bb)$ the densities contain $e^{-\alpha(\xi+\eta)}$ and $e^{-\alpha(\xi-\eta)}$. Since $b_l^n(-\alpha)=(-1)^{l+n}b_l^n(\alpha)$, the $l$th contribution is

$$(-1)^l(2l+1)C\big[(b_l^0)^2W_l(2,2)-2b_l^0b_l^2W_l(0,2)+(b_l^2)^2W_l(0,0)\big].$$

By (5), the bracket is an integral of the square $(b_l^0F_2-b_l^2F_0)^2$ with a positive weight, so the series alternates. Its sums through $l=0,1,2,4,6$ are $0.642369$, $0.538319$, $0.541601$, $0.541400$ and $0.541397$ hartree. Through $l=12$ it gives $0.5413965$ hartree, or $14.7321$ eV. This is below the point-charge value $1/R=0.6667$ hartree because the clouds interpenetrate.

## 10. A correlated integral

A factor $r_{12}$ is handled by $r_{12}=r_{12}^2/r_{12}$. From $z=(R/2)\xi\eta$ and cylindrical radius $(R/2)\sqrt{(\xi^2-1)(1-\eta^2)}$,

$$r_{12}^2=\frac{R^2}4\Big[\xi_1^2+\eta_1^2+\xi_2^2+\eta_2^2-2-2\xi_1\xi_2\eta_1\eta_2-2\sqrt{(\xi_1^2-1)(1-\eta_1^2)(\xi_2^2-1)(1-\eta_2^2)}\cos\phi_{12}\Big].$$

The last term selects $M=1$. There $\varepsilon_1=2$ and $\iint\cos^2\phi_{12}=2\pi^2$, so the azimuthal factor is again $4\pi^2$. The square roots supply the weights in $W_l^1$ and the factor $(1-\eta^2)P_l'$ of section 5.

For $(ab|r_{12}|ab)$ the series is finite. A nonzero $M=0$ term needs sufficient powers of both $\eta_1$ and $\eta_2$, which stops it at $l=3$; the $M=1$ terms have $l=1,3$. In bohr, the $M=0$ parts for $l=0,1,2,3$ are $1.016105$, $-0.074250$, $-0.000154$, $-0.000277$. The $M=1$ parts are $-0.107885$ and $-0.000135$. The sum of the unrounded parts is $0.833402$ bohr.

Divided by $S^2=0.411342$, this is $2.0261$ bohr, or $1.0721$ Å: the mean distance between two points drawn independently from the normalized density $ab/S$. The same division of $(ab|ab)$ gives a mean inverse distance of $0.656$ bohr$^{-1}$, whose reciprocal is $1.52$ bohr. It is smaller because close pairs weigh more in the inverse.

## 11. Failure modes

- **Large $\alpha$ in $(aa|bb)$.** Near a nucleus, $\xi-1$ and $1-|\eta|$ are of order $1/\alpha$, so $\xi^2-\eta^2$ is of order $1/\alpha$ although its two terms are of order one. Separate moments lose roughly a factor $\alpha$ per electron. The ratio formula of section 5 gives $|r_l|=\alpha/(2l+1+\alpha|r_{l+1}|)$, which is close to 1 while $2l+1\ll\alpha$. The moments $b_l^0$ then fall slowly at first, and more $l$ are needed.
- **Small $\alpha$.** $A_n$ grows as $n!/\alpha^{n+1}$, and the range in $t$ lengthens as $1/\alpha$. At $\alpha=0$ the integral $A_n$ diverges, and so does $W_l^M(m,n)$ when both of its exponents vanish. With $\alpha=0$ alone, the integrand of (5) behaves as $t^{M+m-l-1}$ at large $t$, so $W$ diverges if $m+M\ge l$.
- **Range of floating-point numbers.** Common factors $e^{-\alpha}$ and $e^{|\beta|}$ should be removed before they underflow or overflow. At high $l$, form $F/D$ before multiplying, as in the pseudocode, so that $P_l^M(t)^2$ is never stored.
